Zero curvature at the origin in Troullier-Martins pseudopotentials

Whoever generates a norm-conserving pseudopotential from a pseudo-orbital with seven coefficients, as in the Troullier-Martins scheme, has to decide what to do with the last free one. Matching at the core radius and conservation of the norm use up six conditions. A seventh coefficient remains, and its value changes how much of the orbital lies above a given plane-wave cutoff. The Troullier-Martins choice is to make the screened potential flat at the origin, to second order in r. That choice is a relation between two coefficients, and it has to be right for each angular momentum.

**Conventions and the statement**

Hartree atomic units are used: ħ, the electron mass and the elementary charge are 1, lengths are in bohr and energies in hartree (Ha). For angular momentum l, the radial function is R(r) and u(r) = r R(r). Inside the core radius rc the pseudo-orbital is

u(r) = r^(l+1) exp p(r),

p(r) = c0 + c2 r² + c4 r⁴ + c6 r⁶ + c8 r⁸ + c10 r¹⁰ + c12 r¹².

The power r^(l+1) belongs to u; R itself starts as r^l. The screened potential V(r) is the one for which u solves the nonrelativistic radial equation at a chosen reference energy e:

−u''/2 + [l(l+1)/(2r²) + V] u = e u.

"Screened" means that V still contains the Hartree and exchange-correlation potentials of the valence electrons. The result is

V''(0) = 4[c2² + (2l+5)c4],

so that V''(0) = 0 if and only if c2² + (2l+5)c4 = 0.

**First derivation: from the orbital to the potential**

The function r^(l+1) exp p has no zero for r > 0, so the radial equation may be divided by u:

V = e − l(l+1)/(2r²) + u''/(2u).

The ratio u''/u follows from the logarithm ln u = (l+1) ln r + p, whose derivative is

u'/u = (l+1)/r + p'.

Differentiating u'/u by the quotient rule gives (u'/u)' = u''/u − (u'/u)². Therefore

u''/u = (u'/u)' + (u'/u)²

= −(l+1)/r² + p'' + (l+1)²/r² + 2(l+1)p'/r + p'².

The two terms in 1/r² combine to [(l+1)² − (l+1)]/r² = l(l+1)/r². Half of this cancels the centrifugal term in V, which leaves

V = e + (l+1)p'/r + (p'' + p'²)/2.

This cancellation is why the prefactor must be r^(l+1): any other power that vanishes at the origin would leave a 1/r² term in V.

Through the orders needed,

p'/r = 2c2 + 4c4 r² + 6c6 r⁴ + …,

p'' = 2c2 + 12c4 r² + 30c6 r⁴ + …,

p'² = 4c2² r² + 16c2c4 r⁴ + ….

All three contain even powers of r alone, so V has no linear term and V'(0) = 0 without any condition. The constant term is

V(0) = e + 2(l+1)c2 + c2 = e + (2l+3)c2.

The coefficient of r² has three parts: 4(l+1)c4 from the first-derivative term, 6c4 from half of p'', and 2c2² from half of p'². Their sum is

V2 = (4l+10)c4 + 2c2² = 2[c2² + (2l+5)c4].

The second derivative of V2 r² is 2V2, which gives V''(0) = 4[c2² + (2l+5)c4], as stated.

The coefficient of r⁴ is needed later. It is 6(l+1)c6 + 15c6 + 8c2c4, or

V4 = 3(2l+7)c6 + 8c2c4.

Nothing in the condition makes V4 vanish. The potential is flat to second order, and how far from the origin it stays nearly flat depends on V4 and the higher coefficients.

**Second derivation: from the potential to the orbital**

Now suppose that the potential is given, and that near the origin it is even and finite:

V(r) = V0 + V2 r² + ….

The solution that is regular at the origin is sought as

u = r^(l+1)(a0 + a1 r + a2 r² + a3 r³ + a4 r⁴ + …), with a0 ≠ 0.

The other solution starts as r^(−l) and is excluded, because u must vanish at r = 0. Written as

u'' − l(l+1)u/r² = 2(V − e)u,

the equation is compared power by power. The term a_k r^(l+1+k) contributes on the left the power r^(l+k−1) with the factor

(l+1+k)(l+k) − l(l+1) = k(k+2l+1).

On the right, the same power arises from a_(k−2) multiplied by the constant part of 2(V − e), and from a_(k−4) multiplied by 2V2. Hence, with coefficients of negative index equal to zero,

k(k+2l+1) a_k = 2(V0−e) a_(k−2) + 2V2 a_(k−4) for k ≤ 4.

For k = 1 the right side is zero, so a1 = 0. For k = 3 it is proportional to a1, so a3 = 0 as well. Since the equation is linear, a0 may be set to 1; the overall factor is exp c0 and does not enter what follows. The even orders are

k = 2: 2(2l+3)a2 = 2(V0−e),

k = 4: 4(2l+5)a4 = 2(V0−e)a2 + 2V2.

The first gives V0 − e = (2l+3)a2. Inserted in the second, it gives

4(2l+5)a4 = 2(2l+3)a2² + 2V2.

The coefficients of p are those of the logarithm of the series. With ln(1+x) = x − x²/2 + … and x = a2r² + a4r⁴,

p − c0 = a2 r² + (a4 − a2²/2) r⁴ + …,

so c2 = a2 and a4 = c4 + c2²/2. Substitution gives

4(2l+5)c4 + 2(2l+5)c2² = 2(2l+3)c2² + 2V2.

The two terms in c2² differ by (4l+10) − (4l+6) = 4, and therefore

V2 = 2c2² + 2(2l+5)c4,

the same coefficient as before.

Two potentials show what this means. For a constant potential with e > V0 and k² = 2(e−V0), the s solution is R ∝ sin(kr)/(kr) = 1 − k²r²/6 + k⁴r⁴/120 − …. Its logarithm has c2 = −k²/6 and c4 = k⁴(1/120 − 1/72) = −k⁴/180. Then c2² + 5c4 = k⁴/36 − k⁴/36 = 0, as a flat potential requires. A numerical test with the spherical Bessel functions for l = 0 to 3 and k = 1 leaves at most 4 × 10⁻⁴³ in place of zero.

The second potential is the isotropic oscillator V = ω²r²/2, whose lowest solution for each l is r^(l+1) exp(−ωr²/2). It has c4 = 0 and c2 = −ω/2, so the formula gives V''(0) = 4c2² = ω², which is correct. Dropping the r⁴ term of p thus produces a parabolic well, not a flat bottom. Zero curvature needs a negative c4 whenever c2 is not zero, whichever sign c2 has.

**What each derivation assumes**

The first derivation assumes the form of the orbital and treats the potential as its consequence. It needs a function without zeros for r > 0 and one fixed energy e. It does not need u to be normalized or matched to anything at rc. This is the situation in which a pseudopotential is constructed.

The second assumes the form of the potential and treats the orbital as its consequence. It needs a potential that is finite and even near the origin, and the regular solution. It does not presuppose an exponential with a finite polynomial. It also shows something that the first leaves hidden: the energy was arbitrary. If e is changed in a fixed potential, c2 and c4 of the regular solution both change, but c2² + (2l+5)c4 stays at V2/2. The combination is a property of the potential, although the construction fixes it through one orbital.

The assumptions fail together when odd powers appear. A bare nuclear potential −Z/r adds −2Z a0 to the right side of the equation for k = 1, so that a1 = −Z a0/(l+1). The exponent then has a linear term, and the even form cannot represent the orbital. Conversely, a term c3 r³ added to p would add 3(l+1)c3 r + 3c3 r = 3(l+2)c3 r to V. The potential would then have a kink at the origin, and a condition on c2 and c4 could not make it smooth.

Both derivations use the nonrelativistic equation inside rc. A pseudo-orbital may be matched to an all-electron orbital that includes relativity. The relation still holds if V is obtained by inverting the nonrelativistic equation; the matching data change, and with them the values of the coefficients.

**Silicon: using the condition**

The example is a silicon atom in the configuration 3s² 3p², treated in the spherical, spin-unpolarized, nonrelativistic local-density approximation with Slater exchange and VWN correlation. Both channels have rc = 0.100 nm = 1.890 bohr. The outermost nodes of the all-electron 3s and 3p orbitals lie at 0.038 nm, well inside rc.

The seven coefficients are found as follows. For a trial c2, the condition gives c4 = −c2²/(2l+5). Continuity of p and its first four derivatives at rc then gives five linear equations for c0, c6, c8, c10 and c12. Since V contains p'', this makes V continuous together with its first two derivatives. The norm inside rc is the one remaining equation, and it determines c2 once a root is chosen, because the equation is nonlinear. Between −3 and 3 bohr⁻² the search found one root in each channel, and this is the one used. Each channel has another root at a larger positive c2.

For 3s, e = −0.3981 Ha and c2 = 0.6066 bohr⁻², so

c4 = −0.36799/5 = −0.0736 bohr⁻⁴,

V(0) = −0.3981 + 3 × 0.6066 = 1.422 Ha = 38.7 eV.

For 3p, e = −0.1533 Ha and c2 = −0.1903 bohr⁻², so

c4 = −0.036205/7 = −0.00517 bohr⁻⁴,

V(0) = −0.1533 − 5 × 0.1903 = −1.105 Ha = −30.1 eV.

The s potential is strongly repulsive at the origin and the p potential attractive. The sign of V(0) − e is that of c2: the s pseudo-orbital R rises on leaving the origin, which requires V(0) > e. Diagonalizing the finished pseudopotentials on a radial grid returns the reference levels to within 0.07 meV for 3s and 0.02 meV for 3p.

As a separate test, the curvature was estimated by differentiating the orbitals numerically and taking the slope of V against r² between r = 0.001 and 0.002 bohr. Twice that slope is −2.7 × 10⁻⁵ Ha/bohr² for 3s. The r⁴ term accounts for this remainder: it contributes 2V4(0.001² + 0.002²), and with V4 = −2.723 Ha/bohr⁴ this is −2.7 × 10⁻⁵ Ha/bohr².

The same V4 shows how limited the flat region is. At r = 0.02 nm = 0.378 bohr, r⁴ = 0.0204 bohr⁴, and V4r⁴ = −0.0556 Ha = −1.5 eV for 3s; the full change of V is −1.4 eV. At 0.04 nm it has reached −18.7 eV. For 3p, V4 = −0.110 Ha/bohr⁴, and the changes at the two radii are −0.06 and −0.7 eV. Zero curvature at a point does not make a potential weak or slowly varying throughout the core.

**Does zero curvature lower the cutoff?**

The construction was repeated with V''(0) set to −4, −2, 0, 2 and 4 Ha/bohr². The core radius, reference level, matching conditions, norm and number of coefficients were held fixed. The measure is the kinetic energy of one normalized pseudo-orbital that lies above the cutoff. In the order of the curvatures just listed, it is, in meV:

3s, above 200 eV: 41, 43, 47, 53, 60.

3s, above 400 eV: 13.0, 13.9, 15.1, 16.5, 18.1.

3p, above 200 eV: 6.7, 5.2, 4.2, 3.8, 3.7.

3p, above 400 eV: 0.04, 0.06, 0.24, 0.59, 1.10.

Zero curvature is not the best choice in any of the four rows. Three rows favour the most negative curvature tried, and the 3p row at 200 eV favours the most positive. These trends do not continue indefinitely: at −8 Ha/bohr² the 3s part above 200 eV has risen again to 46 meV and the 3p part above 400 eV to 0.5 meV, and at +8 Ha/bohr² the 3p part above 200 eV has risen to 5.0 meV. The optimum therefore depends on the channel and on the cutoff. For 3s, going from 4 to 0 Ha/bohr² lowers the part above 200 eV by about a fifth, and going on to −4 lowers it by a further eighth. At zero curvature, 47 meV is 0.7 % of the 3s pseudo kinetic energy of 6.86 eV, while 4.2 meV is 0.04 % of the 10.47 eV of 3p.

For this atom and this core radius, then, the condition is a definite and serviceable way to fix the last coefficient, but not a minimization of the cutoff. The 3s channel has the larger high-energy part at every curvature tried, so it is the first candidate for a larger rc if a lower cutoff is wanted. A larger rc can cost transferability, which was not scanned here and has to be tested for each channel. These numbers describe fixed atomic orbitals; they are not total-energy errors of a crystal.

**The ionic potential is not flat**

A solid-state calculation uses the ionic pseudopotential, obtained by subtracting the valence Hartree and exchange-correlation potentials from V. Near the origin the Hartree potential is V_H(0) + V_H''(0)r²/2, and its Laplacian is 3V_H''(0). Poisson's equation, ∇²V_H = −4πρ, then gives

V_H''(0) = −4πρ(0)/3.

With the valence pseudo-density ρ(0) = 0.01132 bohr⁻³ this is −0.047 Ha/bohr². The curvature of the valence exchange-correlation potential is −0.515 Ha/bohr². Since the screened curvature is zero,

V_ion''(0) = 0 + 0.047 + 0.515 = 0.562 Ha/bohr².

It is the same for both channels, because the same two potentials are subtracted from each. Most of it comes from exchange and correlation. The pseudo-density has a minimum at the origin, and the attractive exchange-correlation potential deepens as the density rises away from it. A curvature seen in a plot of the ionic potential is therefore no sign that the condition was missed.

**How the model stands to real silicon**

A core radius near 0.1 nm and cutoffs of a few hundred eV are, roughly, in the range used for norm-conserving silicon pseudopotentials. The atom treated here is simpler than the real one in several ways. To first order, without relaxation of the orbitals, and with only the nuclear charge in the Darwin term, scalar relativity shifts the 3s level by about −0.09 eV and the 3p level by about −0.02 eV. These are not the shifts of the relaxed atom: when the orbitals adjust, the nucleus is screened more strongly, which offsets about half of the 3s shift and makes the small 3p shift slightly positive. When the relaxed density change is split into its inner and valence parts, the two contribute about equally to this change. Spin-orbit coupling splits 3p by 33 meV. Giving the two 3p electrons parallel spins, at fixed spherical density, lowers the energy by 0.66 eV. This is a total energy, and it exceeds the valence level shifts above; relativity changes the total energy far more, by about −17 eV, but almost all of that lies in the core levels. The spin energy matters when the energy of a free atom is compared with that of a nonmagnetic crystal.

In a device the atom is bonded, so its valence orbitals are no longer those of the free atom. A simple test in changed surroundings is a hard wall at 0.25 nm with the screened potential held fixed. This imitates compression, not a bond: an orbital whose R has zero slope at that radius, as in a bonding state, would lie below the free-atom level. The wall raises 3s by 0.40 eV and 3p by 1.28 eV, and the pseudopotential reproduces the all-electron levels in the same wall to better than 0.1 meV for 3s, where the error of the radial grid is of similar size, and with an error of −0.39 meV for 3p. The wall does not test the change of screening or the nonspherical density of a bond. None of these effects alters the relation between c2 and c4; they alter the data from which the coefficients are computed.

Computed results

```
Silicon atom, spherical LDA (Slater exchange, VWN correlation)
matching radius rc = 0.100 nm = 1.8897 bohr
Bessel check, max |c2^2+(2l+5)c4|, l=0..3 (k=1): 3.6e-43
3s: level -0.398139 Ha = -10.8339 eV; outermost node 0.0383 nm
3s: c2 roots in [-3,3] bohr^-2: 0.60662
3s: c0,c2,c4,c6 (bohr^-n) = -1.321493, 0.606618, -0.073597, -0.112682
3s: c8,c10,c12 (bohr^-n) = 4.8348e-02, -7.8584e-03, 4.7160e-04
3s: c2^2 = 0.367985, (2l+5)c4 = -0.367985 bohr^-4
3s: V''(0) from orbital = -2.7e-05 Ha/bohr^2
3s: pseudo level minus reference = -0.0604 meV
3s: V(0) = 38.6868 eV; r^4 coefficient = -2.72348 Ha/bohr^4
3s: V''(0)=0 Ha/bohr^2: V(r)-V(0) at 0.02, 0.04 nm = -1.4330, -18.6861 eV
3s: V''(0)=4 Ha/bohr^2: V(r)-V(0) at 0.02, 0.04 nm = 5.5138, 1.2634 eV
3s: pseudo kinetic energy = 6.8598 eV
3s: tails below: V''(0) = -4,-2,0,2,4 Ha/bohr^2
3s: kinetic energy above 200 eV (meV): 41.13, 43.16, 47.14, 52.75, 59.8
3s: kinetic energy above 400 eV (meV): 13, 13.93, 15.14, 16.54, 18.1
3s: wall at 0.25 nm: level shift 0.4042 eV, pseudo error -0.084 meV
3s: first-order scalar-relativistic shift = -87.04 meV
3p: level -0.153293 Ha = -4.1713 eV; outermost node 0.0379 nm
3p: c2 roots in [-3,3] bohr^-2: -0.19027
3p: c0,c2,c4,c6 (bohr^-n) = -0.979713, -0.190275, -0.005172, -0.004371
3p: c8,c10,c12 (bohr^-n) = 9.9624e-04, 3.1068e-05, -1.3132e-05
3p: c2^2 = 0.036205, (2l+5)c4 = -0.036205 bohr^-4
3p: V''(0) from orbital = -1.1e-06 Ha/bohr^2
3p: pseudo level minus reference = 0.0136 meV
3p: V(0) = -30.0595 eV; r^4 coefficient = -0.11014 Ha/bohr^4
3p: V''(0)=0 Ha/bohr^2: V(r)-V(0) at 0.02, 0.04 nm = -0.0569, -0.7076 eV
3p: V''(0)=4 Ha/bohr^2: V(r)-V(0) at 0.02, 0.04 nm = 6.6853, 17.0014 eV
3p: pseudo kinetic energy = 10.4692 eV
3p: tails below: V''(0) = -4,-2,0,2,4 Ha/bohr^2
3p: kinetic energy above 200 eV (meV): 6.686, 5.221, 4.248, 3.751, 3.717
3p: kinetic energy above 400 eV (meV): 0.04246, 0.05878, 0.2418, 0.5896, 1.101
3p: wall at 0.25 nm: level shift 1.2821 eV, pseudo error -0.386 meV
3p: first-order scalar-relativistic shift = -19.82 meV
3p: first-order spin-orbit splitting = 32.59 meV
valence pseudo-density at origin = 0.011324 bohr^-3
curvature at origin, valence Hartree = -0.04745 Ha/bohr^2
curvature at origin, valence xc = -0.51446 Ha/bohr^2
curvature at origin, ionic potential = 0.56191 Ha/bohr^2
spin-polarization energy, fixed density = -0.6575 eV
```
